**Spin-1 contact interaction and its mean-field ground states**

For two spin-1 bosons with scattering lengths $a_0$ and $a_2$ for pair spin 0 and 2, the contact coupling is $c_0+c_2\,\mathbf F_1\cdot\mathbf F_2$ on exchange-symmetric spin states, where $c_0$ and $c_2$ are $4\pi\hbar^2/m$ times $(a_0+2a_2)/3$ and $(a_2-a_0)/3$. The program builds the pair-spin projectors by diagonalization and asserts this identity, and it compares the contact level shift with that of a square barrier in a large sphere. For random spinors it asserts the formulas for the mean-field energy, the mean spin $\mathbf f$, the singlet probability and the stationarity residual. Minimization from random starts gives $|\mathbf f|=0$ for $c_2>0$ and $|\mathbf f|=1$ for $c_2<0$, and the minimizing spinors are asserted to be rotations of $(0,1,0)$ and $(1,0,0)$ up to a phase. Further assertions cover sampled nonuniform densities and one unstable case with $a_2<0$. For $c_2>0$, diagonalization for 4, 8 and 16 atoms in one spatial mode shows that the polar product state lies above the ground state by $c_2n/N$ per atom, with $n$ the density and $N$ the atom number. In the worked example the ferromagnetic energy minus the polar energy is 42 Hz per atom (divided by $h$) in case A and −42 Hz in case B.

## Numerical check

```python
# Result under test: for two spin-1 bosons the contact interaction
#   g0 P0 + g2 P2,  g_F = 4 pi hbar^2 a_F / m,
# equals c0 + c2 F1.F2 on exchange-symmetric spin states, with
#   c0 = (g0 + 2 g2)/3,  c2 = (g2 - g0)/3.
# The mean-field minimum is polar (f = 0) for c2 > 0 and
# ferromagnetic (|f| = 1) for c2 < 0.
# a_F: scattering length for pair spin F; P_F: projector on pair spin F;
# zeta: normalized spinor (m = 1, 0, -1); f = <F>; n: density.
# Couplings inside the tests are in units of 4 pi hbar^2 a_B / m.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(7)
s = 1 / np.sqrt(2)
Fx = s * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], dtype=complex)
Fy = s * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
Fz = np.diag([1, 0, -1]).astype(complex)
spin = [Fx, Fy, Fz]
one = np.eye(3)

# Pair-spin projectors from diagonalization of the total spin squared
total_sq = sum(np.linalg.matrix_power(np.kron(F, one) + np.kron(one, F), 2)
               for F in spin).real
values, vectors = np.linalg.eigh(total_sq)
P = {}
for F in (0, 1, 2):
    chosen = vectors[:, np.abs(values - F * (F + 1)) < 1e-8]
    assert chosen.shape[1] == 2 * F + 1
    P[F] = chosen @ chosen.T
dot = sum(np.kron(F, F) for F in spin).real
swap = np.zeros((9, 9))
for a in range(3):
    for b in range(3):
        swap[3 * a + b, 3 * b + a] = 1
symmetric = (np.eye(9) + swap) / 2


def interaction(a0, a2):
    return a0 * P[0] + a2 * P[2]


def couplings(a0, a2):
    return (a0 + 2 * a2) / 3, (a2 - a0) / 3


def pair_energy(V, z):
    zz = np.kron(z, z)
    return np.vdot(zz, V @ zz).real


def mean_spin(z):
    return np.array([np.vdot(z, F @ z).real for F in spin])


def cartesian(z):
    return np.array([(z[2] - z[0]) * s, -1j * (z[0] + z[2]) * s, z[1]])


def random_spinor():
    z = rng.normal(size=3) + 1j * rng.normal(size=3)
    return z / np.linalg.norm(z)


# Coupling strength: exact level of a pair with a square barrier in a
# large sphere against the first-order contact shift (units hbar^2/m)
barrier_width, barrier_k, radius = 1.0, 2.0, 2000.0
a_barrier = barrier_width - np.tanh(barrier_k * barrier_width) / barrier_k


def matching(k):
    kappa = np.sqrt(barrier_k**2 - k**2)
    x = k * (radius - barrier_width)
    return kappa / np.tanh(kappa * barrier_width) * np.sin(x) + k * np.cos(x)


k_exact = brentq(matching, np.pi / radius,
                 np.pi / (radius - barrier_width), xtol=1e-16, rtol=1e-14)
shift_exact = k_exact**2 - (np.pi / radius)**2
shift_contact = 4 * np.pi * a_barrier * np.pi / (2 * radius**3)
# the first-order formula leaves out terms of relative order a/radius
assert abs(shift_exact / shift_contact - 1) < 2e-3

# Exchange parity and the operator identity
for F, parity in ((0, 1), (1, -1), (2, 1)):
    assert np.allclose(swap @ P[F], parity * P[F], atol=1e-12)
dot_values = [np.trace(P[F] @ dot) / (2 * F + 1) for F in (0, 1, 2)]
assert np.allclose(dot_values, [-2, -1, 1], atol=1e-12)
cases = {"A": (60.0, 75.0), "B": (75.0, 60.0)}
odd_value = {}
for name, (a0, a2) in cases.items():
    c0, c2 = couplings(a0, a2)
    rebuilt = c0 * np.eye(9) + c2 * dot
    V = interaction(a0, a2)
    assert np.allclose(symmetric @ (V - rebuilt) @ symmetric, 0, atol=1e-10)
    odd_value[name] = np.trace(P[1] @ rebuilt) / 3
    assert abs(odd_value[name] - (c0 - c2)) < 1e-10
    assert not np.allclose(V, rebuilt)

# Mean-field energy, spin identity and stationarity for random spinors
for a0, a2 in cases.values():
    V = interaction(a0, a2)
    V4 = V.reshape(3, 3, 3, 3)
    c0, c2 = couplings(a0, a2)
    for _ in range(100):
        z = random_spinor()
        f, d = mean_spin(z), cartesian(z)
        f2, singlet = f @ f, abs(d @ d)**2
        assert np.allclose(f, 2 * np.cross(d.real, d.imag), atol=1e-12)
        assert abs(f2 + singlet - 1) < 1e-12
        zz = np.kron(z, z)
        assert abs(np.vdot(zz, P[0] @ zz).real - singlet / 3) < 1e-12
        assert abs(pair_energy(V, z) - c0 - c2 * f2) < 1e-10
        field = np.einsum('acbd,c,b,d->a', V4, z.conj(), z, z)
        mu = np.vdot(z, field).real
        residual = np.linalg.norm(field - mu * z)**2
        assert abs(residual - c2**2 * f2 * (1 - f2)) < 1e-9


# Free minimization over all spinors, then comparison with rotated states
def rotated(axis, z):
    theta = np.arccos(np.clip(axis[2], -1, 1))
    phi = np.arctan2(axis[1], axis[0])
    return expm(-1j * phi * Fz) @ expm(-1j * theta * Fy) @ z


found = {}
for name, (a0, a2) in cases.items():
    V = interaction(a0, a2)
    c0, c2 = couplings(a0, a2)

    def objective(x):
        z = x[:3] + 1j * x[3:]
        return pair_energy(V, z / np.linalg.norm(z))

    energies, lengths, overlaps = [], [], []
    for _ in range(12):
        best = minimize(objective, rng.normal(size=6), method='BFGS',
                        jac='3-point', options={'gtol': 1e-7})
        z = best.x[:3] + 1j * best.x[3:]
        z = z / np.linalg.norm(z)
        f = mean_spin(z)
        if c2 > 0:
            d = cartesian(z)
            axis = (d * np.exp(-0.5j * np.angle(d @ d))).real
            target = np.array([0, 1, 0], dtype=complex)
        else:
            axis = f
            target = np.array([1, 0, 0], dtype=complex)
        axis = axis / np.linalg.norm(axis)
        energies.append(best.fun)
        lengths.append(np.linalg.norm(f))
        overlaps.append(abs(np.vdot(rotated(axis, target), z)))
    expected_f = 0 if c2 > 0 else 1
    # tolerances reflect the finite-difference gradient of the minimizer
    assert np.allclose(energies, c0 + min(c2, 0), atol=1e-6)
    assert np.allclose(lengths, expected_f, atol=1e-3)
    assert min(overlaps) > 1 - 1e-6
    found[name] = (np.mean(energies), np.mean(lengths), min(overlaps))

# Nonuniform density and spin: uniform state is lowest when stable
for a0, a2 in cases.values():
    V = interaction(a0, a2)
    c0, c2 = couplings(a0, a2)
    for _ in range(50):
        density = rng.uniform(0.5, 1.5, size=12)
        density /= density.mean()
        energy = np.mean([0.5 * q**2 * pair_energy(V, random_spinor())
                          for q in density])
        assert energy >= 0.5 * (c0 + min(c2, 0)) - 1e-10
V_unstable = interaction(100.0, -10.0)
ferro = np.array([1, 0, 0], dtype=complex)
uniform = 0.5 * pair_energy(V_unstable, ferro)
clumped = np.mean([0.5 * q**2 * pair_energy(V_unstable, ferro)
                   for q in (0.5, 1.5)])
assert couplings(100.0, -10.0)[0] > 0 and clumped < uniform


# Many atoms in one spatial mode, volume 1, built from the pair matrix
def occupations(N):
    return [(i, j, N - i - j) for i in range(N + 1) for j in range(N + 1 - i)]


def many_body(V, N):
    upper, lower = occupations(N), occupations(N - 2)
    place = {state: i for i, state in enumerate(lower)}
    remove = {}
    for a in range(3):
        for b in range(3):
            M = np.zeros((len(lower), len(upper)))
            for col, state in enumerate(upper):
                left, factor = list(state), 1.0
                for mode in (b, a):
                    factor *= np.sqrt(max(left[mode], 0))
                    left[mode] -= 1
                if factor > 0:
                    M[place[tuple(left)], col] = factor
            remove[3 * a + b] = M
    H = np.zeros((len(upper), len(upper)))
    for p in range(9):
        for q in range(9):
            if abs(V[p, q]) > 1e-12:
                H += 0.5 * V[p, q] * remove[p].T @ remove[q]
    return H, upper.index((0, N, 0))


gain = {}
for N in (4, 8, 16):
    pairs = N * (N - 1) / 2
    for name, (a0, a2) in cases.items():
        c0, c2 = couplings(a0, a2)
        H, polar_index = many_body(interaction(a0, a2), N)
        ground = np.linalg.eigvalsh(H)[0]
        polar_energy = H[polar_index, polar_index]
        assert abs(polar_energy - c0 * pairs) < 1e-7
        if c2 > 0:
            assert abs(ground - (c0 * pairs - c2 * N)) < 1e-7
            gain[N] = (polar_energy - ground) / c2
        else:
            assert abs(ground - (c0 + c2) * pairs) < 1e-7

# Worked example with round model parameters
mass_u, density = 40.0, 1e20
mass = mass_u * const.atomic_mass
bohr = const.physical_constants['Bohr radius'][0]
unit = 4 * np.pi * const.hbar**2 * bohr / mass
to_hz = unit * density / const.h
trials = [("(0,1,0)", [0, 1, 0]),
          ("(1,0,1)/sqrt2", [s, 0, s]),
          ("(sqrt3/2,0,1/2)", [np.sqrt(3) / 2, 0, 0.5]),
          ("(1,0,0)", [1, 0, 0]),
          ("(1/2,1/sqrt2,1/2)", [0.5, s, 0.5])]

print(f"barrier test: exact/contact level shift = "
      f"{shift_exact / shift_contact:.5f}")
print("F1.F2 for F=0,1,2:", " ".join(f"{x:.0f}" for x in dot_values))
print(f"mass = {mass_u:.0f} u = {mass:.4e} kg")
print(f"density n = {density:.1e} m^-3")
print(f"4 pi hbar^2 a_B/m = {unit:.4e} J m^3")
for name, (a0, a2) in cases.items():
    V = interaction(a0, a2)
    c0, c2 = couplings(a0, a2)
    print(f"Case {name}: a0 = {a0:.0f} a_B, a2 = {a2:.0f} a_B")
    print(f"  (a0+2a2)/3 = {c0:.1f} a_B, (a2-a0)/3 = {c2:.1f} a_B")
    print(f"  c0 = {c0 * unit:.4e} J m^3, c2 = {c2 * unit:.4e} J m^3")
    print(f"  c0 n/h = {c0 * to_hz:.2f} Hz, c2 n/h = {c2 * to_hz:.2f} Hz")
    print(f"  c0+c2 F1.F2 in F=1 states = {odd_value[name]:.1f} (a_B units)")
    print(f"  n a^3 with larger a = {density * (max(a0, a2) * bohr)**3:.2e}")
    for label, components in trials:
        z = np.array(components, dtype=complex)
        print(f"  {label}: |f| = {np.linalg.norm(mean_spin(z)):.3f}, "
              f"E/(N h) = {0.5 * pair_energy(V, z) * to_hz:.2f} Hz")
    print(f"  mu/h polar = {c0 * to_hz:.2f} Hz, "
          f"ferromagnetic = {(c0 + c2) * to_hz:.2f} Hz")
    print(f"  (E_ferro-E_polar)/(N h) = {0.5 * c2 * to_hz:.2f} Hz")
    e_min, f_min, overlap = found[name]
    print(f"  free minimum: E/(N h) = {0.5 * e_min * to_hz:.2f} Hz, "
          f"|f| = {f_min:.3f}, least overlap = {overlap:.6f}")
print("Unstable case a0 = 100 a_B, a2 = -10 a_B, mean density 1:")
print(f"  uniform {uniform:.2f}, clumped (0.5,1.5) {clumped:.2f} (a_B units)")
print("Case A, polar product energy minus exact ground energy:")
for N, value in gain.items():
    print(f"  N = {N}: total {value:.3f} c2/volume, "
          f"per atom {value / N**2:.4f} c2 n")
print("finished without a failed check")
```

Output:

```
barrier test: exact/contact level shift = 1.00039
F1.F2 for F=0,1,2: -2 -1 1
mass = 40 u = 6.6422e-26 kg
density n = 1.0e+20 m^-3
4 pi hbar^2 a_B/m = 1.1134e-52 J m^3
Case A: a0 = 60 a_B, a2 = 75 a_B
  (a0+2a2)/3 = 70.0 a_B, (a2-a0)/3 = 5.0 a_B
  c0 = 7.7939e-51 J m^3, c2 = 5.5670e-52 J m^3
  c0 n/h = 1176.24 Hz, c2 n/h = 84.02 Hz
  c0+c2 F1.F2 in F=1 states = 65.0 (a_B units)
  n a^3 with larger a = 6.25e-06
  (0,1,0): |f| = 0.000, E/(N h) = 588.12 Hz
  (1,0,1)/sqrt2: |f| = 0.000, E/(N h) = 588.12 Hz
  (sqrt3/2,0,1/2): |f| = 0.500, E/(N h) = 598.62 Hz
  (1,0,0): |f| = 1.000, E/(N h) = 630.13 Hz
  (1/2,1/sqrt2,1/2): |f| = 1.000, E/(N h) = 630.13 Hz
  mu/h polar = 1176.24 Hz, ferromagnetic = 1260.26 Hz
  (E_ferro-E_polar)/(N h) = 42.01 Hz
  free minimum: E/(N h) = 588.12 Hz, |f| = 0.000, least overlap = 1.000000
Case B: a0 = 75 a_B, a2 = 60 a_B
  (a0+2a2)/3 = 65.0 a_B, (a2-a0)/3 = -5.0 a_B
  c0 = 7.2372e-51 J m^3, c2 = -5.5670e-52 J m^3
  c0 n/h = 1092.22 Hz, c2 n/h = -84.02 Hz
  c0+c2 F1.F2 in F=1 states = 70.0 (a_B units)
  n a^3 with larger a = 6.25e-06
  (0,1,0): |f| = 0.000, E/(N h) = 546.11 Hz
  (1,0,1)/sqrt2: |f| = 0.000, E/(N h) = 546.11 Hz
  (sqrt3/2,0,1/2): |f| = 0.500, E/(N h) = 535.61 Hz
  (1,0,0): |f| = 1.000, E/(N h) = 504.10 Hz
  (1/2,1/sqrt2,1/2): |f| = 1.000, E/(N h) = 504.10 Hz
  mu/h polar = 1092.22 Hz, ferromagnetic = 1008.21 Hz
  (E_ferro-E_polar)/(N h) = -42.01 Hz
  free minimum: E/(N h) = 504.10 Hz, |f| = 1.000, least overlap = 1.000000
Unstable case a0 = 100 a_B, a2 = -10 a_B, mean density 1:
  uniform -5.00, clumped (0.5,1.5) -6.25 (a_B units)
Case A, polar product energy minus exact ground energy:
  N = 4: total 4.000 c2/volume, per atom 0.2500 c2 n
  N = 8: total 8.000 c2/volume, per atom 0.1250 c2 n
  N = 16: total 16.000 c2/volume, per atom 0.0625 c2 n
finished without a failed check
```
